# Breit-Wigner Form and Peak Cross Section of an Elastic Shape Resonance

## 1. A resonance behind a thin shell

Formulas are in Hartree atomic units ($\hbar=m_e=1$), with $E=k^2/2$. Consider an s wave, a well of depth 4.43 in $r<1$, and a thin repulsive shell $20\,\delta(r-1)$. Inside, the regular radial function is $u=\sin Kr$ with $K^2=2(E+4.43)$. Integrating $u''=2(V-E)u$ across the shell gives a jump $u'(1^+)-u'(1^-)=40\,u(1)$. Just outside, therefore,

$$\mathcal L(E)\equiv\frac{u'(1^+)}{u(1)}=K\cot K+40 .$$

The outer function is $u\propto\sin(kr+\delta)$, so that $k\cot(k+\delta)=\mathcal L$, or

$$\tan(k+\delta)=\frac{k}{\mathcal L(E)} .$$

When $\mathcal L$ is large compared with $k$, the right side is small and $\delta\approx-k$ up to a multiple of $\pi$: the shell acts as a hard sphere. At an energy $E_R$ where $K$ is slightly below $\pi$, however, $\mathcal L$ falls through zero. Near it, write $\mathcal L\approx-(E-E_R)/g$ with $g>0$. Then

$$\tan(k+\delta)\approx\frac{\Gamma/2}{E_R-E},\qquad \Gamma=2gk_R .$$

The angle $k+\delta$ rises by nearly $\pi$ within a few widths $\Gamma$. This is the resonance. The hard-sphere phase remains, and here $k_R=0.731$ rad, so at $E_R$ one finds $\sin^2\delta=\cos^2(0.731)=0.554$, not 1. A plain Lorentzian misses the true $\sin^2\delta$ by up to 0.671 for $|E-E_R|\le3\Gamma$; with the energy-dependent hard-sphere phase $k(E)$ kept, the largest error is 0.010 (0.039 if it is frozen at $k_R$).

In elastic scattering, a narrow Lorentzian that peaks at the full partial-wave limit thus needs, besides trapping, a background phase close to a multiple of $\pi$. A centrifugal barrier at low energy provides both: it traps the electron, and the background phase is close to zero.

## 2. Partial cross section

Let the potential be real, central and zero for $r>a$. At large $r$, the part of the plane wave $e^{ikz}$ with angular momentum $l$ is

$$(2l+1)i^l\,\frac{\sin(kr-l\pi/2)}{kr}P_l
=\frac{2l+1}{2ikr}\left[e^{ikr}-(-1)^le^{-ikr}\right]P_l .$$

Scattering cannot change the incoming part. It multiplies the outgoing part by $S_l$, and flux conservation in elastic scattering requires $|S_l|=1$, hence $S_l=e^{2i\delta_l}$. Subtracting the plane wave leaves $f(\theta)e^{ikr}/r$ with

$$f=\sum_l(2l+1)\frac{S_l-1}{2ik}P_l
=\frac1k\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta).$$

Since $\int P_lP_{l'}\,d\Omega=4\pi\delta_{ll'}/(2l+1)$, the integrated cross section has no interference terms, and

$$\sigma_l=\frac{4\pi(2l+1)}{k^2}\sin^2\delta_l\le\frac{4\pi(2l+1)}{k^2}.\tag{1}$$

The bound is the unitarity limit of one partial wave. What remains is to find how $\delta_l$ passes through $\pi/2$.

## 3. Matching at the edge of the potential

With $\rho=kr$, two free radial solutions are

$$F=\rho j_l(\rho)\to\sin(\rho-l\pi/2),\qquad G=-\rho y_l(\rho)\to\cos(\rho-l\pi/2).$$

The outgoing and incoming waves are $O=G+iF$ and $I=G-iF$. The outer solution is $u\propto I-S_lO$, because

$$I-e^{2i\delta}O=-2ie^{i\delta}(F\cos\delta+G\sin\delta).$$

Both $F$ and $G$ obey the same equation without first derivative, so $G\,dF/d\rho-F\,dG/d\rho$ is constant. Its value at infinity is $\cos^2+\sin^2=1$. At $r=a$, where now $\rho=ka$, multiply numerator and denominator of $aO'/O$ by $I=O^*$:

$$\frac{aO'}{O}=\Delta+iP,\quad
\Delta=\rho\,\frac{F\dot F+G\dot G}{F^2+G^2},\quad
P=\frac{\rho}{F^2+G^2}.\tag{2}$$

A prime means $d/dr$ and a dot $d/d\rho$. The penetration factor $P$ is small when $G$ is large, that is, under the barrier. Define also $\tan\phi=F/G$, so that $I/O=e^{-2i\phi}$.

Let $\mathcal L=a\,u'(a)/u(a)$ be computed from the regular inner solution. Continuity requires

$$\mathcal L\,(I-S_lO)=aI'-S_l\,aO'.$$

Solving for $S_l$, with $aI'/I=\Delta-iP$, gives

$$S_l=\frac IO\,\frac{\mathcal L-aI'/I}{\mathcal L-aO'/O}
=e^{-2i\phi}\,\frac{\mathcal L-\Delta+iP}{\mathcal L-\Delta-iP}.\tag{3}$$

The fraction is a number divided by its complex conjugate, so

$$\delta_l=-\phi+\arg(\mathcal L-\Delta+iP)\pmod\pi.\tag{4}$$

No approximation has been made for a potential that ends at $a$. In code, the argument should be a two-argument arctangent of $(P,\mathcal L-\Delta)$, which stays continuous where $\mathcal L-\Delta$ passes through zero. It still jumps by $\pi$ at a pole of $\mathcal L$, where $u(a)=0$; this leaves $\sin^2\delta_l$ unchanged.

## 4. Linearization and the Breit-Wigner form

The slope of $\mathcal L$ follows from the radial equation

$$u''=\left[\frac{l(l+1)}{r^2}+2V-2E\right]u .$$

Let $w=\partial u/\partial E$. Differentiation gives the same equation for $w$ with an additional term $-2u$ on the right. Hence

$$(uw'-wu')'=uw''-wu''=-2u^2 .$$

Both functions vanish at the origin. Integrating to $a$ and dividing by $u(a)^2/a$ gives

$$\frac{d\mathcal L}{dE}=a\,\frac{uw'-wu'}{u^2}\bigg|_a
=-\frac{2a}{u(a)^2}\int_0^a u^2\,dr<0.\tag{5}$$

A state with much probability inside and little amplitude at the edge makes $\mathcal L$ change rapidly with energy.

Define the resonance energy and a positive energy $g$ by

$$\mathcal L(E_R)=\Delta(E_R),\qquad
\frac1g=-\frac{d(\mathcal L-\Delta)}{dE}\bigg|_{E_R}>0 .\tag{6}$$

The sign follows from the two slopes. By (5), $\mathcal L$ falls with energy. At low energy and $l\ge1$, $G\propto\rho^{-l}\left[1+\rho^2/(4l-2)\right]$ is much larger than $F$, so $\Delta\approx\rho\dot G/G\approx-l+\rho^2/(2l-1)$, which rises with energy.

If no other level makes $\mathcal L-\Delta$ curve strongly nearby, and $P$ varies little over the width, then $\mathcal L-\Delta\approx-(E-E_R)/g$ and $P\approx P(E_R)$. Insert these in (3) and multiply numerator and denominator by $-g$:

$$S_l=e^{-2i\phi}\,\frac{E-E_R-i\Gamma/2}{E-E_R+i\Gamma/2},\qquad \Gamma=2gP(E_R).\tag{7}$$

For negligible $\phi$, equation (4) becomes $\tan\delta_l=(\Gamma/2)/(E_R-E)$. Using $\sin^2\delta=1/(1+\cot^2\delta)$ in (1),

$$\boxed{\sigma_l(E)=\frac{4\pi(2l+1)}{k^2}\,
\frac{\Gamma^2/4}{(E-E_R)^2+\Gamma^2/4}}\tag{8}$$

and at $E=E_R$ the value is $4\pi(2l+1)/k_R^2$. The width has dropped out: a weaker coupling to the outside narrows the line without lowering it. The height is that of one partial wave; the total cross section also contains the others.

The same result identifies a decaying state. A purely outgoing solution requires $\mathcal L=\Delta+iP$. With the linear form this gives $E=E_R-igP=E_R-i\Gamma/2$. Its time factor satisfies $|e^{-iEt}|^2=e^{-\Gamma t}$, so the lifetime is $1/\Gamma$, or $\hbar/\Gamma$ in ordinary units.

## 5. The low-energy limit

For small $\rho$, $F\approx\rho^{l+1}/(2l+1)!!$ and $G\approx(2l-1)!!\,\rho^{-l}$. Therefore

$$P\approx\frac{\rho^{2l+1}}{[(2l-1)!!]^2},\qquad
\phi\approx\frac{\rho^{2l+1}}{(2l+1)!!\,(2l-1)!!}.\tag{9}$$

For $l\ge1$, $g$ tends to a constant as the resonance approaches threshold in a well of fixed radius, and hence $\Gamma\propto E_R^{l+1/2}$. The background phase vanishes with the same power of $\rho$.

For $l=2$ the outgoing wave is, up to a constant phase, $e^{i\rho}(1+3i/\rho-3/\rho^2)$. Its squared modulus is $1+3/\rho^2+9/\rho^4$. Equation (2), with $\Delta=\tfrac12\rho\,d\ln|O|^2/d\rho$, then gives

$$P=\frac{\rho^5}{\rho^4+3\rho^2+9},\qquad
\Delta=-\frac{3\rho^2+18}{\rho^4+3\rho^2+9}.\tag{10}$$

A square well of depth $V_0$ allows $g$ to be found by hand in this limit. With $x=a\sqrt{2(E+V_0)}$ and $j_2'=j_1-3j_2/x$,

$$\mathcal L=1+x\frac{j_2'}{j_2}=-2+x\frac{j_1}{j_2}.$$

At threshold $\Delta=-2$, so the resonance condition is $j_1(x)=0$. There $j_1'=j_1/x-j_2=-j_2$, which makes $d\mathcal L/dx=-x$. Since $dx/dE=a^2/x$, we have $d\mathcal L/dE=-a^2$. Expanding (10) gives $\Delta\approx-2+\rho^2/3$ and $d\Delta/dE=2a^2/3$. Thus

$$\frac1g\to a^2+\frac{2a^2}{3}=\frac{5a^2}{3},\qquad g\to\frac{3}{5a^2}.\tag{11}$$

## 6. Worked example: a narrow d wave

Take $l=2$, $a=0.16$ nm and a depth of 29.8 eV. These round parameters put a narrow resonance in the energy range of slow electrons on O$_2$; the well is not a computed O$_2$ potential. Solving (6) gives $E_R=0.1475$ eV, $k_R=1.968\ \mathrm{nm^{-1}}$ and $\rho=0.3148$. From (10),

$$P=\frac{0.003093}{0.00983+0.2974+9}=3.324\times10^{-4},\qquad \Delta=-1.966 .$$

The centrifugal barrier at the edge is $3/a^2=8.930$ eV, so (11) predicts $g\approx8.930/5=1.786$ eV. The value at the actual resonance energy is 1.753 eV, 2% lower. Then

$$\Gamma=2(1.753\ \mathrm{eV})(3.324\times10^{-4})=1.165\ \mathrm{meV},$$

and the lifetime is 565 fs. The electron must tunnel from 0.16 nm to the outer turning radius $\sqrt6/k_R=1.24$ nm. The peak is

$$\sigma_2(E_R)=\frac{20\pi}{(1.968\ \mathrm{nm^{-1}})^2}
=16.2\ \mathrm{nm^2}=1.62\times10^{-13}\ \mathrm{cm^2}.$$

This is far larger than $\pi a^2=0.08\ \mathrm{nm^2}$, because the limit is set by the wavelength and not by the size of the well.

The conditions behind (8) hold here. The background phase is $6.7\times10^{-5}$ rad, $\Gamma/E_R=0.0079$, and the next d level of the inner region lies tens of eV higher. The other waves up to $l=4$ add 0.002 nm$^2$ at $E_R$, a figure that belongs to this well and should not be used for O$_2$.

As an independent test, the radial equation was integrated directly at seven energies with $|E-E_R|\le3\Gamma$. The phases differed from (4) by at most $3.4\times10^{-8}$ rad. The outgoing solution at complex energy has its pole at real part 0.14752 eV, with $-2\,\mathrm{Im}\,E=1.1651$ meV, against $\Gamma=1.1653$ meV from (7).

## 7. Accuracy of the line shape and position of the maximum

Let $x=2(E-E_R)/\Gamma$. Near threshold $P$ grows as $E^{l+1/2}$, so to first order

$$\cot\delta=-x(1-\eta),\qquad \eta=(l+\tfrac12)\frac{x\Gamma}{2E_R}.$$

Then $\cot^2\delta\approx x^2-2\eta x^2$, and the change in $1/(1+\cot^2\delta)$ is

$$\frac{2\eta x^2}{(1+x^2)^2}
=(l+\tfrac12)\frac{\Gamma}{E_R}\frac{x^3}{(1+x^2)^2}.\tag{12}$$

The true curve lies above the Lorentzian on the high-energy side and below it on the low-energy side. The last factor is extremal at $x^2=3$, with magnitude $3\sqrt3/16=0.325$. For $l=2$ the largest error is thus about $0.81\,\Gamma/E_R$, measured relative to the peak value of $\sin^2\delta$. Three wells of the same radius compare as follows, for $|E-E_R|\le4\Gamma$:

| Depth (eV) | $E_R$ (eV) | $\Gamma$ (meV) | error found | from (12) |
|---|---|---|---|---|
| 29.5 | 0.3204 | 7.660 | 0.0193 | 0.0194 |
| 29.8 | 0.1475 | 1.165 | 0.0064 | 0.0064 |
| 29.9 | 0.0888 | 0.335 | 0.0030 | 0.0031 |

The widths also show the approach to the threshold law. Between the outer rows the mean exponent is $\ln(7.660/0.335)/\ln(0.3204/0.0888)=2.44$. For depths of 29.99 and 30.02 eV, closer to binding, it is 2.491, against the limit 5/2.

The cross section does not have its maximum quite at $E_R$. With a background phase, $\delta=\pi/2+\arctan x-\phi$, and hence

$$\sin^2\delta=\cos^2(\arctan x-\phi).$$

For small $x$ and $\phi$ this is $1-(x-\phi)^2$. The factor $1/k^2$ contributes $1-x\Gamma/(2E_R)$ relative to its value at $E_R$. Setting the derivative of the product to zero, to leading order, gives $-2(x-\phi)-\Gamma/(2E_R)=0$, or

$$E_{\max}-E_R\approx-\frac{\Gamma^2}{8E_R}+\frac{\Gamma\phi}{2}.\tag{13}$$

In the example the terms are $-1.151$ and $+0.039$ µeV; their sum, $-1.11$ µeV, agrees with the numerical maximum. The shift is negligible beside the width, and (1) is still obeyed at the energy of the maximum.

For a large background, $\sin^2\delta=\cos^2\phi$ at $E_R$, while unity is reached at $x=\tan\phi$ if $\phi$ is nearly constant over the line. The profile is then asymmetric. For the shell of section 1, $\tan\phi=0.90$, so the limit is reached about $0.45\,\Gamma$ above $E_R$.

## 8. Loss channels

If the trapped electron can also leave by exciting the target, let this loss add a constant width $\Gamma_x$. The inner condition then has $E_R$ replaced by $E_R-i\Gamma_x/2$. Write $\Gamma_e=2gP$ for the elastic width and neglect $\phi$. Making this replacement in (3) gives

$$S_l-1=\frac{-i\Gamma_e}{E-E_R+i(\Gamma_e+\Gamma_x)/2}.$$

Since $\sigma_l=\pi(2l+1)|S_l-1|^2/k^2$, the elastic peak becomes

$$\sigma_l(E_R)=\frac{4\pi(2l+1)}{k_R^2}\left(\frac{\Gamma_e}{\Gamma_e+\Gamma_x}\right)^2 .$$

The height in (8) therefore requires $\Gamma_x\ll\Gamma_e$, even when the resonance is isolated.

## 9. Averaging over energy

A narrow line must be averaged before it is compared with a measurement or placed on a coarse energy grid. Let the energies have a Gaussian distribution of standard deviation $s$ centred at $E_R$, and neglect the variation of $1/k^2$. With $h=\Gamma/2$ and $\epsilon=E-E_R$, use

$$\frac{h^2}{\epsilon^2+h^2}=h\int_0^\infty e^{-h\tau}\cos(\epsilon\tau)\,d\tau .$$

The Gaussian average of the cosine is $e^{-s^2\tau^2/2}$. Completing the square in the exponent gives the factor by which the peak is reduced:

$$A=\sqrt\pi\,y\,e^{y^2}\mathrm{erfc}(y),\qquad y=\frac{\Gamma}{2\sqrt2\,s}.\tag{14}$$

For $s\gg\Gamma$, $A\approx\sqrt\pi\,y$: the averaged peak is proportional to the width, although the unaveraged peak is not.

Thermal motion of the target alone gives such a spread. For electron speed $v$ and target velocity component $V$ along the beam, the relative energy changes by $-m_evV$, to first order in $V$. Its standard deviation is $s=\sqrt{2E_R\,k_BT\,m_e/M}$. For the mass of O$_2$ at 300 K this is 0.36 meV, and $A=0.79$. A beam with a full width at half maximum of 10 meV gives $A=0.155$, and the 16.2 nm$^2$ peak appears as 2.5 nm$^2$. Averages of the cross section from (4) agree with (14) within 1% in both cases.

## 10. What changes for real O$_2$

Low-energy electrons can attach temporarily to O$_2$ in a $\pi_g$ orbital whose leading partial wave is $l=2$, so the trapping mechanism is the one treated here. The inputs in this section are rough, and the results are estimates of size.

**Spin and symmetry.** The resonance is a doublet, which accounts for 2 of the 6 spin states of a triplet target and an electron. It uses two of the five d components. For randomly oriented molecules with fixed nuclei the peak share is $(2/6)(2/5)=0.133$. A spin-orbit splitting of about 20 meV exceeds the model width and separates two lines, each with a share of 0.067, or 1.1 nm$^2$.

**Nuclear motion.** The model holds the potential fixed. The model lifetime is about 18 vibrational periods of the ion (quantum about 0.13 eV, period 32 fs), so the nuclei do not stay fixed while the electron is trapped. The width must be multiplied by the squared overlap of the vibrational ground state of the molecule with the vibrational level $n$ of the ion near the resonance. For equal oscillators displaced by $d$ this is $e^{-q}q^n/n!$, with $q=\mu\omega d^2/2$ and $\mu$ the reduced mass of the nuclei. Taking $d=0.014$ nm, $\hbar\omega=0.16$ eV and $n=4$ gives 0.17, which reduces the width from 1.17 to 0.20 meV. The real level $n=4$ lies near 0.09 eV rather than at the model's 0.15 eV; a well of the same radius tuned to 0.09 eV has a width of about 0.35 meV, or 0.06 meV after narrowing. Since $E_R$ lies below the first vibrational threshold, near 0.19 eV, scattering there is vibrationally elastic and this narrowing alone does not lower the unaveraged peak. The 29.5 eV well, with $E_R=0.32$ eV, would not meet that condition. Rotational transitions are left out, although the narrowed lifetime of about 3 ps exceeds the rotational period of about 1.6 ps near $J=9$, so the molecule does not keep a fixed orientation and the line splits into rotational components. At room temperature they spread the resonance over several meV, far more than the narrowed width, and lower the averaged peak further.

**Polarization.** A tail $-\alpha/(2r^4)$ outside $a$, with $\alpha=10$ atomic units, was added while $a$ and $E_R$ were held fixed. The depth then had to be reduced to 29.3 eV, and the width rose by 17%, to 1.37 meV. The tail also raises the background phase to about $3\times10^{-3}$ rad, which scales as $k^2$ and not as in (9); it is still small enough for (8).

With the narrowed width, (14) gives $A\approx0.03$ for the 10 meV beam. One split component would then appear with a peak near $16.2\times0.067\times0.03\approx0.03\ \mathrm{nm^2}$, some 500 times below the model's unitarity peak even before rotational spreading is included. This figure depends on the chosen radius and energy: at fixed $E_R$ the width scales roughly as $a^3$, and $a=0.10$ nm with $E_R=0.09$ eV gives about 0.004 nm$^2$. It fixes the size only to within an order of magnitude. In a plasma code, the unaveraged height from (8) belongs to an energy bin only if the bin and the thermal spread are both much narrower than the line and no spin, symmetry or rotational share reduces it. For O$_2$ at 300 K this is not the case: the 0.36 meV spread gives $A=0.28$ for the narrowed line, and with the share 0.067 even a very narrow bin carries about 0.02 of the height in (8). Any wider bin needs the average over its own width; for a bin of width $\Gamma$ centred on a Lorentzian line, this is already only $\pi/4$ of the peak. The numerical output gives the remaining intermediate values.

## Calculated quantities

```
Well radius a: 0.16 nm
Well depth: 29.8 eV
Angular momentum l: 2
Resonance energy E_R: 0.14752 eV
Wave number at E_R: 1.9678 1/nm
rho = k a at E_R: 0.31484
Shift function Delta at E_R: -1.9659
Penetration P at E_R: 0.00033238
g at E_R: 1.7529 eV
Width Gamma: 1.1653 meV
Gamma/E_R: 0.0078988
Background phase size phi: 6.7123e-05 rad
Peak d-wave cross section: 16.227 nm^2
Same peak: 1.6227e-13 cm^2
Lifetime hbar/Gamma: 564.86 fs
Centrifugal barrier at a: 8.9296 eV
Outer turning radius: 1.2448 nm
Next inner d level, estimate: 59.019 eV
Integrated sin^2(delta) at E_R: 1.00000000
Worst phase difference: 3.4e-08 rad
Pole, real part: 0.147519 eV
Pole, -2 x imaginary part: 1.1651 meV
Shift of maximum, numerical: -1.111 ueV
Shift of maximum, formula: -1.111 ueV
Depth 29.5 eV: E_R 0.3204 eV, Gamma 7.660 meV, shape error 0.0193
Depth 29.8 eV: E_R 0.1475 eV, Gamma 1.165 meV, shape error 0.0064
Depth 29.9 eV: E_R 0.0888 eV, Gamma 0.335 meV, shape error 0.0030
Width exponent near threshold: 2.491
Shell test: phi: 0.731 rad
Shell test: sin^2(delta) at E_R: 0.554
Shell test: error with background: 0.010
Shell test: error without it: 0.671
Other waves l=0,1,3,4 at E_R: 0.00216 nm^2
Rough O2 polarizability: 10 bohr^3
Depth refitted with tail: 29.31 eV
Width with tail, same E_R: 1.365 meV
Gas temperature: 300 K
Thermal energy spread (std): 0.362 meV
Peak factor, thermal motion: 0.792
Beam spread (FWHM): 10 meV
Peak factor, beam spread: 0.155
Peak share, doublet Pi, unsplit: 0.1333
Peak share, each split component: 0.0667
Rough spin-orbit splitting: 20 meV
Rough O2 vibrational threshold: 0.19 eV
Rough O2- vibrational quantum: 0.13 eV
O2- vibrational period: 31.8 fs
Lifetime / vibrational period: 17.8
Rough bond lengthening: 0.014 nm
Rough mean quantum for overlap: 0.16 eV
Ion vibrational level: 4
Franck-Condon factor: 0.17
Width x Franck-Condon factor: 0.20 meV
```
